# Minimum electronic conductivity of an acceptor-doped oxide under varying oxygen pressure: verification in Python

```python
"""
Result under test: in an acceptor-doped oxide with oxygen vacancies fixed at
V = A/2, the electronic conductivity is least at the oxygen pressure
    P_min = (K mu_n / (V n_i^2 mu_p))^2
and its least value is 2 e n_i sqrt(mu_n mu_p).
A: acceptor density, K = V n^2 sqrt(P): reduction constant, n and p: electron
and hole densities, n_i: intrinsic density, mu_n and mu_p: mobilities.
Units: cm^-3, cm^2/(V s), S/cm, Torr, eV, K.
The independent side solves charge neutrality with Fermi integrals and
minimises the conductivity numerically, with the vacancy density left free.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import roots_genlaguerre

e = const.e
k_ev = const.k / const.e
torr = const.torr

# Round model parameters, rough regime of acceptor-doped SrTiO3
T0 = 1000.0
acceptors = 1.0e19
gap_zero, gap_slope = 3.2, 6.0e-4
band_density_1000 = 1.0e21
mu_n, mu_p = 0.10, 0.05
K_prefactor, H_red = 1.0e73, 5.8
D_vacancy = 3.0e-6
eps_r = 90.0
oxygen_sites = 5.0e22
pair_binding = 0.3
trap_degeneracy = 4.0

nodes, weights = roots_genlaguerre(24, 0.5)


def material(T):
    """Thermal energy, gap, band density and reduction constant."""
    kT = k_ev * T
    gap = gap_zero - gap_slope * T
    band = band_density_1000 * (T / 1000.0) ** 1.5
    return kT, gap, band, K_prefactor * np.exp(-H_red / kT)


def fermi_density(band, eta):
    """Carrier density of a parabolic band from the Fermi integral."""
    integral = np.sum(weights / (np.exp(-nodes) + np.exp(-eta)))
    return band * 2.0 / np.sqrt(np.pi) * integral


def equilibrium(lnP, A=acceptors, T=T0, trap=None):
    """Solve neutrality; the Fermi level is counted from the valence edge."""
    kT, gap, band, K = material(T)

    def charges(level):
        n = fermi_density(band, (level - gap) / kT)
        p = fermi_density(band, -level / kT)
        ionised = A
        if trap is not None:
            ionised = A / (1 + trap_degeneracy * np.exp((trap - level) / kT))
        return n, p, ionised

    def imbalance(level):
        n, p, ionised = charges(level)
        activity = band * np.exp((level - gap) / kT)
        vacancy = K / (activity**2 * np.exp(lnP / 2))
        return 2 * vacancy + p - n - ionised

    level = brentq(imbalance, 0.0, gap, xtol=1e-14, rtol=1e-15)
    n, p, ionised = charges(level)
    return n, p, (ionised + n - p) / 2


def conductivity(lnP, mu_v=0.0, **options):
    n, p, vacancy = equilibrium(lnP, **options)
    return e * (mu_n * n + mu_p * p + 2 * mu_v * vacancy)


def numerical_minimum(**options):
    found = minimize_scalar(lambda x: conductivity(x, **options),
                            bounds=(-60.0, 20.0), method="bounded",
                            options={"xatol": 1e-9, "maxiter": 300})
    return found.x, found.fun


# Derived formulas
kT, gap, band, K = material(T0)
n_i = band * np.exp(-gap / (2 * kT))
n_star = n_i * np.sqrt(mu_p / mu_n)
p_star = n_i * np.sqrt(mu_n / mu_p)
V = acceptors / 2
P_min = (K * mu_n / (V * n_i**2 * mu_p)) ** 2
sigma_min = 2 * e * n_i * np.sqrt(mu_n * mu_p)

# Location and value of the minimum
lnP_num, sigma_num = numerical_minimum()
assert abs(lnP_num - np.log(P_min)) < 1e-3
assert abs(sigma_num / sigma_min - 1) < 1e-6
n_num, p_num, V_num = equilibrium(lnP_num)
assert abs(n_num / n_star - 1) < 1e-4
assert abs(p_num / p_star - 1) < 1e-4

# Whole curve; small deviations come from the changing vacancy density
for decades in (-6, -4, -2, 1, 3, 6):
    shift = decades * np.log(10.0)
    ratio = conductivity(np.log(P_min) + shift) / sigma_min
    assert abs(ratio / np.cosh(shift / 4) - 1) < 1e-3
ratio_four = conductivity(np.log(P_min) + 4 * np.log(10.0)) / sigma_min

# Pressure at which electrons and holes are equally many
lnP_equal = brentq(lambda x: np.log(equilibrium(x)[0] / equilibrium(x)[1]),
                   -60.0, 20.0, xtol=1e-11)
equal_ratio = conductivity(lnP_equal) / sigma_num
assert abs(np.exp(lnP_num - lnP_equal) / (mu_n / mu_p) ** 2 - 1) < 1e-3
assert abs(equal_ratio / ((mu_n + mu_p) / (2 * np.sqrt(mu_n * mu_p))) - 1) < 1e-6

# Pressure window in which the vacancy density moves by at most one percent
P_low = P_min * (n_star / (0.01 * acceptors)) ** 4
P_high = P_min * (0.01 * acceptors / p_star) ** 4
assert abs(equilibrium(np.log(P_low))[2] / V - 1.01) < 2e-4
assert abs(equilibrium(np.log(P_high))[2] / V - 0.99) < 2e-4

# Light doping: the value survives, the fixed-vacancy pressure does not
A_light = 1.0e15
lnP_light, sigma_light = numerical_minimum(A=A_light)
V_light = (A_light + n_star - p_star) / 2
P_light_fixed = (K / (A_light / 2 * n_star**2)) ** 2
assert abs(sigma_light / sigma_min - 1) < 1e-6
assert abs(lnP_light - 2 * np.log(K / (V_light * n_star**2))) < 1e-3
light_shift = np.exp(lnP_light) / P_light_fixed
assert light_shift > 1.2

# Too little doping: the minimum cannot be reached
A_tiny = 1.0e14
assert A_tiny < p_star - n_star
falling = [conductivity(np.log(P), A=A_tiny) for P in (1e-2, 1, 1e2, 1e4, 1e6)]
assert np.all(np.diff(falling) < 0)
n_limit = (-A_tiny + np.sqrt(A_tiny**2 + 4 * n_i**2)) / 2
sigma_limit = e * (mu_n * n_limit + mu_p * n_i**2 / n_limit)
assert falling[-1] > sigma_limit > sigma_min
assert abs(falling[-1] / sigma_limit - 1) < 0.01

# Hole trapping on acceptors moves the pressure but not the value
level_star = gap + kT * np.log(n_star / band)
trap_results = []
for trap in (0.5, 1.0):
    lnP_trap, sigma_trap = numerical_minimum(trap=trap)
    boost = trap_degeneracy * np.exp((trap - level_star) / kT)
    neutral = boost / (1 + boost)
    assert abs(sigma_trap / sigma_min - 1) < 1e-6
    assert abs(lnP_trap - np.log(P_min) + 2 * np.log(1 - neutral)) < 1e-3
    trap_results.append((trap, neutral, np.exp(lnP_trap) / P_min))

# Ionic conduction by vacancies
mu_v = 2 * D_vacancy / kT
sigma_ion = 2 * e * V * mu_v
lnP_total, sigma_total = numerical_minimum(mu_v=mu_v)
ionic_shift = 2 * np.log((1 + mu_v / mu_n) / (1 - mu_v / mu_p))
assert abs(lnP_total - lnP_num - ionic_shift) < 3e-4
assert abs(sigma_total / (sigma_min + sigma_ion) - 1) < 1e-4

# Temperature error of ten kelvin, mobilities held fixed
lnP_cold, sigma_cold = numerical_minimum(T=T0 - 10)
lnP_hot, sigma_hot = numerical_minimum(T=T0 + 10)
inverse_step = 1 / (k_ev * (T0 + 10)) - 1 / (k_ev * (T0 - 10))
slope = (lnP_hot - lnP_cold) / inverse_step
slope_formula = -2 * (H_red - gap_zero - 3 * kT)
assert abs(slope / slope_formula - 1) < 1e-3

# Debye-Hueckel estimate, vacancies and acceptors both screening
charge_density = (4 * V + acceptors) * 1e6
eps = eps_r * const.epsilon_0
debye = np.sqrt(eps * const.k * T0 / (charge_density * e**2))
bjerrum = e**2 / (4 * np.pi * eps * const.k * T0)
debye_P_factor = np.exp(4 * bjerrum / debye)
debye_ni_factor = np.exp(bjerrum / (2 * debye))

# Vacancy-acceptor pairs, six oxygen neighbours per acceptor
K_pair = 6 * np.exp(pair_binding / kT) / oxygen_sites
pairs = brentq(lambda x: x / V - K_pair * (acceptors - x) * (V - x) / V, 0, V)
paired_fraction = pairs / V
pair_P_factor = (1 - paired_fraction) ** -2

# Degeneracy and mean free path
eta = np.log(n_star / band)
degeneracy_error = abs(fermi_density(band, eta) / n_star - 1)
mass = 2 * np.pi * const.hbar**2 / (const.k * T0) * (band * 1e6 / 2) ** (2 / 3)
scatter_time = mu_n * 1e-4 * mass / e
free_path = np.sqrt(8 * const.k * T0 / (np.pi * mass)) * scatter_time * 1e9
assert free_path < 0.1

print(f"Temperature: {T0:.0f} K; thermal energy: {kT:.5f} eV")
print(f"Acceptor density: {acceptors:.2e} cm^-3")
print(f"Fixed vacancy density: {V:.2e} cm^-3")
print(f"Gap at zero temperature in linear law: {gap_zero:.2f} eV")
print(f"Gap slope: {gap_slope:.1e} eV/K; gap at 1000 K: {gap:.2f} eV")
print(f"Density of states, each band: {band:.2e} cm^-3")
print(f"Electron, hole mobility: {mu_n:.3f}, {mu_p:.3f} cm^2/(V s)")
print(f"Geometric-mean mobility: {np.sqrt(mu_n * mu_p):.5f} cm^2/(V s)")
print(f"Reduction prefactor: {K_prefactor:.1e} cm^-9 Torr^(1/2)")
print(f"Reduction enthalpy: {H_red:.2f} eV")
print(f"Reduction constant: {K:.4e} cm^-9 Torr^(1/2)")
print(f"Intrinsic density: {n_i:.4e} cm^-3")
print(f"Electron density at minimum: {n_star:.4e} cm^-3")
print(f"Hole density at minimum: {p_star:.4e} cm^-3")
print(f"P_min, formula: {P_min:.4e} Torr = {P_min * torr:.4e} Pa")
print(f"P_min, numerical search: {np.exp(lnP_num):.4e} Torr")
print(f"sigma_min, formula: {sigma_min:.5e} S/cm = {sigma_min * 100:.5e} S/m")
print(f"sigma_min, numerical search: {sigma_num:.5e} S/cm")
print(f"sigma/sigma_min at 10^4 P_min, full solution: {ratio_four:.3f}")
print(f"Pressure where n = p: {np.exp(lnP_equal):.4e} Torr")
print(f"sigma/sigma_min where n = p: {equal_ratio:.4f}")
print(f"One-percent vacancy window, low end: {P_low:.2e} Torr")
print(f"One-percent vacancy window, high end: {P_high:.2e} Torr")
print(f"Relative vacancy change at minimum: {(p_star - n_star) / acceptors:.1e}")
print(f"Light doping: {A_light:.1e} cm^-3")
print(f"Light doping, P_min: {np.exp(lnP_light):.3f} Torr")
print(f"Light doping, P_min over fixed-V formula: {light_shift:.3f}")
print(f"Light doping, sigma_min: {sigma_light:.5e} S/cm")
print(f"Unreachable case, acceptors: {A_tiny:.1e} cm^-3")
print(f"Unreachable case, needed acceptors: {p_star - n_star:.3e} cm^-3")
print(f"Unreachable case, limiting sigma/sigma_min: {sigma_limit / sigma_min:.4f}")
print(f"Trap degeneracy: {trap_degeneracy:.0f}")
for trap, neutral, factor in trap_results:
    print(f"Trap {trap:.1f} eV: neutral {neutral:.5f}, P_min factor {factor:.4f}")
print(f"Vacancy diffusivity: {D_vacancy:.1e} cm^2/s")
print(f"Vacancy mobility: {mu_v:.3e} cm^2/(V s)")
print(f"Ionic conductivity: {sigma_ion:.3e} S/cm")
print(f"Ionic over minimum electronic conductivity: {sigma_ion / sigma_min:.2f}")
print(f"P_min factor from ionic part: {np.exp(lnP_total - lnP_num):.5f}")
print(f"P_min at 990 K: {np.exp(lnP_cold):.3e} Torr")
print(f"P_min at 1010 K: {np.exp(lnP_hot):.3e} Torr")
print(f"sigma_min at 990 K: {sigma_cold:.3e} S/cm")
print(f"sigma_min at 1010 K: {sigma_hot:.3e} S/cm")
print(f"Slope of ln P_min against 1/kT, numerical: {slope:.4f} eV")
print(f"Slope of ln P_min against 1/kT, formula: {slope_formula:.4f} eV")
print(f"Relative permittivity: {eps_r:.0f}; Debye length: {debye * 1e9:.2f} nm")
print(f"Debye-Hueckel factor on P_min: {debye_P_factor:.3f}")
print(f"Debye-Hueckel factor on n_i: {debye_ni_factor:.4f}")
print(f"Oxygen site density: {oxygen_sites:.1e} cm^-3")
print(f"Pair binding energy: {pair_binding:.2f} eV")
print(f"Paired vacancy fraction: {paired_fraction:.4f}")
print(f"Pairing factor on P_min: {pair_P_factor:.3f}")
print(f"Degeneracy error in electron density: {degeneracy_error:.1e}")
print(f"Band mass implied: {mass / const.m_e:.2f} electron masses")
print(f"Nominal electron mean free path: {free_path:.4f} nm")
print("finished without a failed check")
```

Output:

```
Temperature: 1000 K; thermal energy: 0.08617 eV
Acceptor density: 1.00e+19 cm^-3
Fixed vacancy density: 5.00e+18 cm^-3
Gap at zero temperature in linear law: 3.20 eV
Gap slope: 6.0e-04 eV/K; gap at 1000 K: 2.60 eV
Density of states, each band: 1.00e+21 cm^-3
Electron, hole mobility: 0.100, 0.050 cm^2/(V s)
Geometric-mean mobility: 0.07071 cm^2/(V s)
Reduction prefactor: 1.0e+73 cm^-9 Torr^(1/2)
Reduction enthalpy: 5.80 eV
Reduction constant: 5.8788e+43 cm^-9 Torr^(1/2)
Intrinsic density: 2.8073e+14 cm^-3
Electron density at minimum: 1.9851e+14 cm^-3
Hole density at minimum: 3.9701e+14 cm^-3
P_min, formula: 8.9031e-08 Torr = 1.1870e-05 Pa
P_min, numerical search: 8.9034e-08 Torr
sigma_min, formula: 6.36083e-06 S/cm = 6.36083e-04 S/m
sigma_min, numerical search: 6.36083e-06 S/cm
sigma/sigma_min at 10^4 P_min, full solution: 5.049
Pressure where n = p: 2.2258e-08 Torr
sigma/sigma_min where n = p: 1.0607
One-percent vacancy window, low end: 1.38e-18 Torr
One-percent vacancy window, high end: 3.58e+02 Torr
Relative vacancy change at minimum: 2.0e-05
Light doping: 1.0e+15 cm^-3
Light doping, P_min: 13.859 Torr
Light doping, P_min over fixed-V formula: 1.557
Light doping, sigma_min: 6.36083e-06 S/cm
Unreachable case, acceptors: 1.0e+14 cm^-3
Unreachable case, needed acceptors: 1.985e+14 cm^-3
Unreachable case, limiting sigma/sigma_min: 1.0144
Trap degeneracy: 4
Trap 0.5 eV: neutral 0.00053, P_min factor 1.0011
Trap 1.0 eV: neutral 0.14824, P_min factor 1.3784
Vacancy diffusivity: 3.0e-06 cm^2/s
Vacancy mobility: 6.963e-05 cm^2/(V s)
Ionic conductivity: 1.116e-04 S/cm
Ionic over minimum electronic conductivity: 17.54
P_min factor from ionic part: 1.00419
P_min at 990 K: 5.141e-08 Torr
P_min at 1010 K: 1.524e-07 Torr
sigma_min at 990 K: 5.194e-06 S/cm
sigma_min at 1010 K: 7.760e-06 S/cm
Slope of ln P_min against 1/kT, numerical: -4.6831 eV
Slope of ln P_min against 1/kT, formula: -4.6830 eV
Relative permittivity: 90; Debye length: 3.78 nm
Debye-Hueckel factor on P_min: 1.217
Debye-Hueckel factor on n_i: 1.0249
Oxygen site density: 5.0e+22 cm^-3
Pair binding energy: 0.30 eV
Paired vacancy fraction: 0.0369
Pairing factor on P_min: 1.078
Degeneracy error in electron density: 7.0e-08
Band mass implied: 3.50 electron masses
Nominal electron mean free path: 0.0209 nm
finished without a failed check
```
